# Gamma Matrices in d Dimensions from Jordan-Wigner Products: test program

```python
"""
Result under test: complex irreducible representations of the Clifford algebra
{Gamma_a, Gamma_b} = 2 delta_ab, a = 1..d, have dimension 2**floor(d/2).
There is one equivalence class for even d and there are two for odd d,
labelled by eta = +1 or -1 in Gamma_1 ... Gamma_d = i**floor(d/2) * eta.
Symbols: X, Y, Z Pauli matrices; n = floor(d/2); omega = (-i)**n times the
product of all Gammas (odd d); S planar spin; p momentum; m mass; c light speed.
The worked example uses Hartree atomic units.
"""
from functools import reduce
from itertools import product
import numpy as np
from scipy import constants

X = np.array([[0, 1], [1, 0]], dtype=complex)
Y = np.array([[0, -1j], [1j, 0]])
Z = np.diag([1.0 + 0j, -1.0])
ONE = np.eye(2, dtype=complex)
rng = np.random.default_rng(12)


def tensor(factors):
    return reduce(np.kron, factors, np.eye(1, dtype=complex))


def jordan_wigner(d, eta=1):
    n = d // 2
    gammas = []
    for k in range(n):
        for pauli in (X, Y):
            gammas.append(tensor([Z] * k + [pauli] + [ONE] * (n - k - 1)))
    if d % 2:
        gammas.append(eta * tensor([Z] * n))
    return gammas


def ordered_product(matrices):
    return reduce(np.matmul, matrices)


def check_clifford(matrices, metric):
    size = len(matrices[0])
    for a, A in enumerate(matrices):
        for b, B in enumerate(matrices):
            target = 2 * metric[a] * (a == b) * np.eye(size)
            assert np.allclose(A @ B + B @ A, target, atol=1e-10)


def intertwiner_dimension(first, second):
    """Dimension of the space of T with T first_a = second_a T for all a."""
    size = len(first[0])
    unit = np.eye(size)
    normal = np.zeros((size**2, size**2), dtype=complex)
    for A, B in zip(first, second):
        equation = np.kron(unit, A.T) - np.kron(B, unit)
        normal += equation.conj().T @ equation
    return int(np.sum(np.linalg.eigvalsh(normal) < 1e-8))


def exchange_sign(left, right):
    """Sign from sorting the product of two ordered words given as bit masks."""
    swaps = 0
    left >>= 1
    while left:
        swaps += (left & right).bit_count()
        left >>= 1
    return -1 if swaps % 2 else 1


def regular_representation(d):
    """Left multiplication on the 2**d ordered words, without Pauli matrices."""
    size = 2**d
    matrices = []
    for a in range(d):
        L = np.zeros((size, size), dtype=complex)
        for word in range(size):
            L[word ^ (1 << a), word] = exchange_sign(1 << a, word)
        matrices.append(L)
    return matrices


def irreducible_blocks(d, left):
    """Split by a random Hermitian right multiplication, which commutes."""
    size = 2**d
    coeff = rng.normal(size=size) + 1j * rng.normal(size=size)
    K = np.zeros((size, size), dtype=complex)
    for word in range(size):
        for other in range(size):
            K[word ^ other, word] = coeff[other] * exchange_sign(word, other)
    K = K + K.conj().T
    for L in left:
        assert np.allclose(K @ L, L @ K, atol=1e-10)
    values, vectors = np.linalg.eigh(K)
    cuts = np.where(np.diff(values) > 1e-8)[0] + 1
    blocks = []
    for columns in np.split(np.arange(size), cuts):
        Q = vectors[:, columns]
        block = [Q.conj().T @ L @ Q for L in left]
        for L, small in zip(left, block):
            assert np.allclose(L @ Q, Q @ small, atol=1e-7)
        assert intertwiner_dimension(block, block) == 1
        blocks.append(block)
    return blocks


# Construction, irreducibility, and equivalence of sign-changed sets
for d in range(1, 10):
    n = d // 2
    for eta in ((1, -1) if d % 2 else (1,)):
        G = jordan_wigner(d, eta)
        check_clifford(G, [1] * d)
        assert intertwiner_dimension(G, G) == 1
        lorentz = [G[0]] + [1j * g for g in G[1:]]
        check_clifford(lorentz, [1] + [-1] * (d - 1))
        if d % 2:
            unit = np.eye(2**n)
            assert np.allclose(ordered_product(G), 1j**n * eta * unit)
            assert np.allclose(ordered_product(lorentz), (-1j)**n * eta * unit)
    G = jordan_wigner(d)
    reversed_all = [-g for g in G]
    if d % 2:
        other = jordan_wigner(d, -1)
        assert intertwiner_dimension(G, other) == 0
        assert intertwiner_dimension(reversed_all, other) == 1
        if d > 1:
            pairs = [(a, b) for a in range(d) for b in range(a)]
            spin_1 = [G[a] @ G[b] / 2 for a, b in pairs]
            spin_2 = [other[a] @ other[b] / 2 for a, b in pairs]
            assert intertwiner_dimension(spin_1, spin_2) == 1
    else:
        assert intertwiner_dimension(G, reversed_all) == 1
        assert intertwiner_dimension(G, G[:-1] + [-G[-1]]) == 1

# Full decomposition of the regular representation
print("Splitting of the regular representation (pure numbers)")
for d in range(1, 8):
    left = regular_representation(d)
    check_clifford(left, [1] * d)
    blocks = irreducible_blocks(d, left)
    sizes = {len(block[0]) for block in blocks}
    assert sizes == {2**(d // 2)}
    classes = []
    members = []
    for block in blocks:
        for i, known in enumerate(classes):
            if intertwiner_dimension(known, block) == 1:
                members[i] += 1
                break
        else:
            classes.append(block)
            members.append(1)
    assert len(classes) == (2 if d % 2 else 1)
    for eta in ((1, -1) if d % 2 else (1,)):
        G = jordan_wigner(d, eta)
        assert sum(intertwiner_dimension(G, known) for known in classes) == 1
    print(f"d={d}: total dim {2**d}, blocks {len(blocks)}, "
          f"block dim {sizes.pop()}, classes {len(classes)}, "
          f"blocks per class {members}")

# Vacuum construction in a scrambled, non-Hermitian representation
d, n = 7, 3
left = regular_representation(d)
size = 2**d
scramble = np.eye(size) + 0.3 * rng.normal(size=(size, size)) / np.sqrt(size)
inverse = np.linalg.inv(scramble)
G = [scramble @ L @ inverse for L in left]
assert np.linalg.norm(G[0] - G[0].conj().T) > 0.1
omega = (-1j)**n * ordered_product(G)
lower = [(G[2 * k] + 1j * G[2 * k + 1]) / 2 for k in range(n)]
upper = [(G[2 * k] - 1j * G[2 * k + 1]) / 2 for k in range(n)]
print("Vacuum construction, d=7, scrambled representation")
for eta in (1, -1):
    start = rng.normal(size=size) + 1j * rng.normal(size=size)
    vacuum = start + eta * omega @ start
    for a_k in lower:
        trial = a_k @ vacuum
        if np.linalg.norm(trial) > 1e-9 * np.linalg.norm(vacuum):
            vacuum = trial
    vacuum = vacuum / np.linalg.norm(vacuum)
    assert max(np.linalg.norm(a_k @ vacuum) for a_k in lower) < 1e-9
    columns = []
    for occupation in product((0, 1), repeat=n):
        state = vacuum
        for k in reversed(range(n)):
            if occupation[k]:
                state = upper[k] @ state
        columns.append(state)
    V = np.array(columns).T
    rank = np.linalg.matrix_rank(V, tol=1e-8)
    assert rank == 2**n
    target = jordan_wigner(d, eta)
    error = max(np.linalg.norm(g @ V - V @ t) for g, t in zip(G, target))
    assert error < 1e-9
    print(f"eta={eta:+d}: independent states {rank} in a space of dim {size}")


# Planar Dirac particle in both classes
def planar_operators(eta):
    g = jordan_wigner(3, eta)
    g0, g1, g2 = g[0], 1j * g[1], 1j * g[2]
    spin = 0.25j * (g1 @ g2 - g2 @ g1)
    return g0, g1, g2, spin


def hamiltonian(eta, mass, momentum):
    g0, g1, g2, _ = planar_operators(eta)
    kinetic = g0 @ (g1 * momentum[0] + g2 * momentum[1])
    return c * kinetic + mass * c**2 * g0


c = 1 / constants.fine_structure
hartree_keV = constants.physical_constants["Hartree energy in eV"][0] / 1000
p = np.array([60.0, 80.0])
p_abs = np.linalg.norm(p)
print("Planar Dirac particle, Hartree atomic units")
print(f"speed of light c = {c:.6f} a.u.")
print(f"momentum p = ({p[0]:.0f}, {p[1]:.0f}) a.u., |p| = {p_abs:.0f} a.u.")
print(f"rest energy for |m|=1: {c**2:.3f} hartree")
angle = 0.7
rotation = np.array([[np.cos(angle), -np.sin(angle)],
                     [np.sin(angle), np.cos(angle)]])
spins = {}
for eta, mass in ((1, 1.0), (-1, 1.0), (1, -1.0), (-1, -1.0)):
    g0, g1, g2, S = planar_operators(eta)
    assert np.allclose(S, eta * g0 / 2)
    H = hamiltonian(eta, mass, p)
    # S has eigenvalues +1/2 and -1/2, so 4 S^2 = 1 gives this exponential
    U = np.cos(angle / 2) * np.eye(2) - 2j * np.sin(angle / 2) * S
    rotated = hamiltonian(eta, mass, rotation @ p)
    assert np.allclose(U @ H @ U.conj().T, rotated, atol=1e-7)
    energies, states = np.linalg.eigh(H)
    E = c * np.sqrt(p_abs**2 + mass**2 * c**2)
    assert np.allclose(energies, [-E, E], rtol=1e-11)
    psi = states[:, 1]
    spin_value = (psi.conj() @ S @ psi).real
    assert abs(spin_value - eta * mass * c**2 / (2 * E)) < 1e-11
    rest_psi = np.linalg.eigh(hamiltonian(eta, mass, [0.0, 0.0]))[1][:, 1]
    rest_spin = (rest_psi.conj() @ S @ rest_psi).real
    assert abs(rest_spin - eta * np.sign(mass) / 2) < 1e-11
    spins[eta, mass] = spin_value
    print(f"eta={eta:+d}, m={mass:+.0f}: E = {energies[0]:.3f}, "
          f"{energies[1]:.3f} hartree")
    print(f"   spin of upper state {spin_value:+.6f} hbar, "
          f"at rest {rest_spin:+.3f} hbar")
assert abs(spins[1, -1.0] - spins[-1, 1.0]) < 1e-11
flipped = [-g for g in jordan_wigner(3, 1)]
pair_1 = [hamiltonian(1, -1.0, q) / c**2 for q in ([c, 0], [0, c], [0, 0])]
pair_2 = [hamiltonian(-1, 1.0, q) / c**2 for q in ([c, 0], [0, c], [0, 0])]
assert intertwiner_dimension(flipped, jordan_wigner(3, -1)) == 1
assert intertwiner_dimension(pair_1, pair_2) == 1
print(f"positive energy = {energies[1] * hartree_keV:.3f} keV")
print("verified")
```

Running it gives:

```
Splitting of the regular representation (pure numbers)
d=1: total dim 2, blocks 2, block dim 1, classes 2, blocks per class [1, 1]
d=2: total dim 4, blocks 2, block dim 2, classes 1, blocks per class [2]
d=3: total dim 8, blocks 4, block dim 2, classes 2, blocks per class [2, 2]
d=4: total dim 16, blocks 4, block dim 4, classes 1, blocks per class [4]
d=5: total dim 32, blocks 8, block dim 4, classes 2, blocks per class [4, 4]
d=6: total dim 64, blocks 8, block dim 8, classes 1, blocks per class [8]
d=7: total dim 128, blocks 16, block dim 8, classes 2, blocks per class [8, 8]
Vacuum construction, d=7, scrambled representation
eta=+1: independent states 8 in a space of dim 128
eta=-1: independent states 8 in a space of dim 128
Planar Dirac particle, Hartree atomic units
speed of light c = 137.035999 a.u.
momentum p = (60, 80) a.u., |p| = 100 a.u.
rest energy for |m|=1: 18778.865 hartree
eta=+1, m=+1: E = -23247.246, 23247.246 hartree
   spin of upper state +0.403894 hbar, at rest +0.500 hbar
eta=-1, m=+1: E = -23247.246, 23247.246 hartree
   spin of upper state -0.403894 hbar, at rest -0.500 hbar
eta=+1, m=-1: E = -23247.246, 23247.246 hartree
   spin of upper state -0.403894 hbar, at rest -0.500 hbar
eta=-1, m=-1: E = -23247.246, 23247.246 hartree
   spin of upper state +0.403894 hbar, at rest +0.500 hbar
positive energy = 632.590 keV
verified
```
